The Brønsted slope of proton transfer from two equal parabolas

## First half: the slope from the crossing of two curves

A chemically amplified photoresist is exposed, and a photoacid forms in the film. During the bake that follows, the acid HA gives its proton to a basic site B on the polymer, such as the carbonyl oxygen of an ester. Suppose the acid is replaced by a stronger one. Thermodynamics says how far the equilibrium of the transfer moves. It does not say how much faster the proton moves. The missing link is the Brønsted slope, which compares the change in a rate constant with the change in an equilibrium constant.

### What is compared

Consider an acid and a base already in contact:

HA·B → A⁻·HB⁺.

Let ΔG be the free energy of the product pair minus that of the reactant pair, at the temperature of the reaction. A negative ΔG is downhill, and the driving force is −ΔG. With β = 1/(k_B T), the equilibrium constant and the elementary forward rate constant are

K = exp(−βΔG),  k = A exp(−βΔG‡), (1)

where ΔG‡ is the barrier measured from the reactant pair. The Brønsted slope along a series of acids is defined as

α = d ln k / d ln K. (2)

The temperature T and the prefactor A are held fixed along the series. Then d ln k = −β dΔG‡ and d ln K = −β dΔG. The factors −β cancel, and

α = dΔG‡/dΔG. (3)

A positive α therefore means that making ΔG more negative lowers the barrier and speeds up the transfer.

Acid strength enters through the acidity constant. For a fixed base, K is proportional to the acidity constant of HA, provided that the work of forming and separating the contact pairs is the same for all the acids. Since ln K = −βΔG, a change in pKa then gives

δΔG = k_B T ln 10 · δpKa. (4)

A lower pKa is a stronger acid and a lower ΔG, as the sign requires.

### Where equal parabolas come from

Let U_R and U_P be the potential energies of the reactant and product states for the same arrangement of all the nuclei, treated here as classical. A useful coordinate is the energy gap X = U_P − U_R. The free energy of the reactant state at a given gap is

V_R(X) = −k_B T ln ∫ dq exp(−βU_R) δ(X − U_P + U_R) + constant,

and V_P(X) has U_P in place of U_R, with the same constant. Under the delta function U_P = U_R + X, so a factor exp(−βX) comes out of the product integral. Hence

V_P(X) = V_R(X) + X. (5)

Now assume that the gap in the reactant state has a Gaussian distribution. Its free energy is then a parabola. Write the mean gap as X₀ and define the reorganization energy λ through the curvature:

V_R = (X − X₀)²/(4λ).

By (5), V_P is this parabola plus a linear term. Completing the square gives

V_P = (X − X₀ + 2λ)²/(4λ) + X₀ − λ.

To check this, expand the square: the cross term is 4λ(X − X₀)/(4λ) = X − X₀, the last term is λ, and adding X₀ − λ leaves X. The curvature is unchanged. The minimum of V_P lies at height X₀ − λ. Because the two wells have equal widths, this height is also the free-energy difference of the two states, so X₀ = λ + ΔG.

A coordinate that runs from 0 at the reactant minimum to 1 at the product minimum is x = (X₀ − X)/(2λ). In terms of x,

V_R(x) = λx²,  V_P(x) = λ(x − 1)² + ΔG. (6)

The coordinate x measures the joint arrangement of the proton, the two molecules and the surrounding polymer. It is not the position of the proton alone. The energy λ is the cost of holding the reactant state in the arrangement typical of the product.

### The crossing and its slope

First take any two curves that cross, with the product curve V_P(x) = W(x) + ΔG moving rigidly up or down as the acid changes. At the crossing x‡,

V_R(x‡) = W(x‡) + ΔG.

Differentiate with respect to ΔG, remembering that x‡ moves:

V_R′ dx‡/dΔG = V_P′ dx‡/dΔG + 1.

Thus dx‡/dΔG = 1/(V_R′ − V_P′). With the reactant minimum at zero energy, the barrier is V_R(x‡), so by the chain rule

α = V_R′/(V_R′ − V_P′), (7)

with both slopes taken at the crossing. A steep reactant curve and a shallow product curve give an α near 1.

For equal parabolas, setting the two expressions in (6) equal gives

λx‡² = λx‡² − 2λx‡ + λ + ΔG.

The quadratic terms cancel because the curvatures are equal. What remains is linear:

x‡ = (1 + ΔG/λ)/2. (8)

The barrier is

ΔG‡ = λx‡² = (λ + ΔG)²/(4λ). (9)

The slopes at the crossing are V_R′ = 2λx‡ and V_P′ = −2λ(1 − x‡). Their difference is 2λ, so (7) becomes

α = x‡ = (1 + ΔG/λ)/2. (10)

Differentiating (9) directly gives 2(λ + ΔG)/(4λ), which is the same result. In this model the Brønsted slope is the position of the crossing between the two minima.

Three consequences follow. At ΔG = 0 the barrier is λ/4 and the slope is one half. The slope itself changes at the rate dα/dΔG = 1/(2λ), so each further unit of driving force multiplies the rate by a smaller factor. Finally, the reverse barrier is ΔG‡ − ΔG and the reverse reaction energy is −ΔG, so the reverse slope is −(α − 1) = 1 − α.

### From barrier to rate

Equation (1) assumed a constant prefactor. Classical motion along x supports this if the effective mass is constant and trajectories that pass x‡ do not turn back. The rate is then the forward flux at x‡ divided by the reactant population:

k = v₊ exp(−βλx‡²)/Z,  Z = ∫ from −∞ to x‡ of exp(−βλx²) dx,

where v₊ is the thermal average of the positive velocity, counting negative velocities as zero. It does not depend on ΔG. The upper limit of Z does, and dx‡/dΔG = 1/(2λ). Therefore

−k_B T d ln k/dΔG = α + k_B T exp(−βλx‡²)/(2λZ).

The additional term carries the factor exp(−βΔG‡) and is negligible when the barrier is many times k_B T. If the motion is strongly damped, as it may be in a polymer film, many trajectories do turn back, and the prefactor can then vary with ΔG.

### A stronger photoacid at bake temperature

Take a sulfonic photoacid and an ester carbonyl at 383.15 K, or 110 °C, where k_B T = 0.03302 eV. The parameters are round, rough values: λ = 0.80 eV, ΔG = +0.20 eV for the first acid and +0.10 eV for the stronger one. For the first acid,

ΔG‡ = (0.80 + 0.20)²/(4 × 0.80) = 0.3125 eV,
α = (1 + 0.20/0.80)/2 = 0.625.

For the stronger acid the barrier is 0.2531 eV and the slope 0.5625. The equilibrium constant rises by exp(0.10/0.03302) = 20.7, which by (4) corresponds to a pKa lower by 1.3. The rate constant rises by

exp[(0.3125 − 0.2531)/0.03302] ≈ 6.0.

The initial slope alone would have predicted exp(0.625 × 0.10/0.03302) ≈ 6.6. The overestimate arises because α falls during the change. The mean of the two end slopes removes this error. For two reaction energies G₁ and G₂, (9) gives

ΔG‡₁ − ΔG‡₂ = (G₁ − G₂)(2λ + G₁ + G₂)/(4λ) = (G₁ − G₂)(α₁ + α₂)/2.

Here the mean is 0.594. If the same energies are kept but the temperature is 298.15 K, the acceleration is 10.1, since the same barrier difference is divided by a smaller k_B T.

With a rough attempt rate k_B T/h = 8.0 × 10¹² s⁻¹, the first acid has k ≈ 6.2 × 10⁸ s⁻¹. The acceleration does not depend on that choice as long as both acids share it. The numerical output after the text lists further values of ΔG.

### Where acceleration stops

As ΔG falls towards −λ, the crossing approaches the reactant minimum, and both α and the barrier go to zero. Below −λ, equation (10) becomes negative: at ΔG = −1.00 eV it gives −0.125. The crossing then lies at x < 0, and reaching it costs more energy as the driving force grows. This is the inverted region, which applies when the system must reach the crossing in order to change state.

The lower of the two curves, taken by itself, has no barrier in this region. For ΔG < −λ, the difference V_R − V_P = λ(2x − 1) − ΔG is positive for every x from 0 to 1. The lower curve is V_P throughout, and it descends to x = 1. The reactant minimum, however, lies on the upper curve, so a system prepared there must first pass to the lower one. For classical nuclei, the statement that more driving force accelerates the transfer therefore belongs to ΔG > −λ. At the other end, ΔG = +λ, the crossing reaches the product minimum and α = 1. Above that value the lower curve has no product well, so the product is no longer a separate state on it.

### When the curves are not ideal

The reorganization energy may change along the series, for example because a larger anion is solvated differently. Its direct effect on the barrier is

∂ΔG‡/∂λ = (λ + ΔG)/(2λ) − (λ + ΔG)²/(4λ²) = (1 − ΔG²/λ²)/4.

The measured slope becomes α + (1 − ΔG²/λ²)/4 · dλ/dΔG. For dλ/dΔG = 0.10 and the first acid, the addition is 0.9375 × 0.10/4 = 0.023, giving 0.648.

Along the energy gap, (5) rules out two parabolas of unequal curvature, but they can occur along another coordinate. Let V_R = ax² and V_P = b(x − 1)² + ΔG, where ΔG now denotes the difference in height of the two minima. Then (7) gives

α = ax‡/[ax‡ + b(1 − x‡)],

where x‡ must be found from the new crossing. With a = 0.80 eV and b = 1.2a, the slope at ΔG = +0.20 eV is 0.595.

A coupling J between the two states rounds the crossing. Let M = (V_R + V_P)/2, D = (V_R − V_P)/2 and S = √(D² + J²). The lower energy is V₋ = M − S. From (6), M′ = λ(2x − 1) and D′ = λ, so V₋ is stationary when

λ(2x − 1) − λD/S = 0, or x = (1 + D/S)/2.

At fixed x, M changes by half of any change in ΔG and D by minus half, so ∂V₋/∂ΔG = (1 + D/S)/2. At a stationary point this equals x. Motion of that point adds nothing to first order, since V₋ is flat there. The barrier thus changes at the rate x_T − x_R and the true reaction energy at the rate x_P − x_R, where T, R and P label the top and the two minima. The slope is

α_J = (x_T − x_R)/(x_P − x_R). (11)

For J = 0.05 eV the three positions are 0.644, 0.0025 and 0.993, so α_J = 0.648. The barrier falls from 0.3125 to 0.267 eV. At an unchanged prefactor this multiplies the rate by about 4, while the slope moves by 0.02. For such a small coupling, the slope is much less sensitive than the rate. This does not extend to strong coupling: at J = 0.15 eV equation (11) gives 0.77, but the product well is then only about 0.3 k_B T deep and hardly counts as a separate state. Equation (11) uses the energies of the stationary points; with the thermal populations of the two wells in their place, the slope is unchanged at J = 0.05 eV but about 0.72 at J = 0.15 eV. At J = 0.20 eV the product no longer has a well of its own. For a short hydrogen bond with a coupling this large, the two-well picture fails at this reaction energy; nearer ΔG = 0 a shallow second well can remain.

## Second half: the slope from a quantum transition rate

The transfer has reaction free energy ΔG, reorganization energy λ and rate constant k, with β = 1/(k_B T). The Brønsted slope is α = −k_B T d ln k/dΔG at fixed temperature. Two equal parabolas, V_R = λx² and V_P = λ(x − 1)² + ΔG, cross at x‡ = (1 + ΔG/λ)/2, and the first derivation found α = x‡. The example has λ = 0.80 eV, ΔG = +0.20 eV and k_B T = 0.03302 eV, so α = 0.625. The same slope can be obtained without locating a crossing or assuming a barrier.

### The rate as an integral over time

Let the nuclei have the Hamiltonian H_R in the reactant state and H_P in the product state. A weak constant coupling J connects the states. Take a reactant level a and a product level b, with energies E_a and E_b and nuclear overlap ⟨b|a⟩. First-order perturbation theory gives the probability of finding b after time t as

P = (J²/ħ²)|⟨b|a⟩|² · 4 sin²(Ωt/2)/Ω²,  Ω = (E_b − E_a)/ħ.

For a dense set of final levels, the last factor acts at long times as 2πt δ(Ω) = 2πħt δ(E_b − E_a). Dividing by t, averaging over the thermal populations p_a and summing over b gives the golden-rule rate:

k = (2πJ²/ħ) Σ p_a |⟨b|a⟩|² δ(E_a − E_b). (12)

Write the delta function as an integral,

δ(E_a − E_b) = (1/2πħ) ∫ dt exp[i(E_a − E_b)t/ħ].

The energies then become Hamiltonians acting on their own levels, and the sums become a trace:

k = (J²/ħ²) ∫ dt C(t),  C(t) = Tr[ρ_R exp(iH_R t/ħ) exp(−iH_P t/ħ)], (13)

where ρ_R is the thermal density operator of the reactant state.

### Displaced oscillators

Represent the nuclear motion by harmonic oscillators that keep their frequencies but change their equilibrium positions when the proton transfers. For one oscillator of frequency ω, leave out the zero-point energy, which is the same in both states, and write

H_R = ħω a†a,  H_P = ħω(a† − g)(a − g) + ΔG.

Here g is the displacement in oscillator units, and λ = ħωg² is the oscillator's reorganization energy.

The operator D = exp[g(a† − a)] shifts a, so that D a D† = a − g. Hence H_P = D H_R D† + ΔG. Let θ = ωt. Using this in C(t), and the time dependence exp(iH_R t/ħ) a exp(−iH_R t/ħ) = a exp(−iθ), gives

C(t) = exp(−iΔGt/ħ) ⟨exp(F) exp(G)⟩,
F = g(a†e^{iθ} − a e^{−iθ}),  G = −g(a† − a).

The commutator [F, G] is a number. From [a, a†] = 1,

[F, G] = −g²(e^{iθ} − e^{−iθ}) = −2ig² sin θ.

For such operators exp(F) exp(G) = exp(F + G) exp([F, G]/2). The last factor is exp(−ig² sin θ). The sum is F + G = za† − z*a, with z = g(e^{iθ} − 1) and |z|² = 2g²(1 − cos θ).

The thermal average of exp(za† − z*a) follows by writing the thermal state as a Gaussian mixture of coherent states |γ⟩, with mean |γ|² equal to the thermal occupation n. In one coherent state the average is exp(−|z|²/2 + zγ* − z*γ). Averaging the phase over γ gives a further factor exp(−n|z|²). The total is exp[−|z|²(n + 1/2)]. With y = βħω, n + 1/2 = (1/2)coth(y/2), so

C(t) = exp{−iΔGt/ħ − g²[(1 − cos θ)coth(y/2) + i sin θ]}. (14)

Now set s = it/(βħ). Then θ = −iys, cos θ = cosh(ys) and i sin θ = sinh(ys). Writing C = exp[−Φ(s)] and combining the hyperbolic functions over sinh(y/2) gives

Φ(s) = sβΔG + (λ/ħω)[cosh(y/2) − cosh(y(1/2 − s))]/sinh(y/2). (15)

Independent oscillators multiply their factors in C, so their terms in Φ add. Real time corresponds to imaginary s.

### The classical limit

If ħω is much smaller than k_B T, y is small. Expanding the numerator of (15) to second order gives

(y²/2)[1/4 − (1/2 − s)²] = (y²/2)s(1 − s).

The denominator is y/2 and the prefactor is βλ/y. All powers of y cancel:

Φ(s) = sβΔG + βλs(1 − s). (16)

For many slow oscillators, λ is the sum of their reorganization energies. Set s = iu, so t = βħu and dt = βħ du. Equation (16) becomes

Φ = βλu² + iβ(λ + ΔG)u.

The integral in (13) is Gaussian. The standard result ∫ exp(−pu² − iqu) du = √(π/p) exp[−q²/(4p)], with p = βλ and q = β(λ + ΔG), gives

k = (J²/ħ)√(πβ/λ) exp[−β(λ + ΔG)²/(4λ)]. (17)

The prefactor does not contain ΔG. Taking −k_B T times the derivative of ln k gives

α = (λ + ΔG)/(2λ) = (1 + ΔG/λ)/2. (18)

This is the earlier slope. The exponent of the rate has emerged from the time integral, with no barrier supplied beforehand.

### What the slope means here

The slope can also be read from (13) before any integral is evaluated. Since ∂Φ/∂ΔG = βs,

α = ∫ s exp(−Φ) ds / ∫ exp(−Φ) ds, (19)

with both integrals taken along the imaginary axis. The slope is the weighted mean of s. The slow oscillators make the integrand vanish at both far ends, so the path may be shifted sideways to pass through a real value s*. The best choice is where Φ′(s*) = 0. Along the real axis Φ is greatest there, but along s* + iu the second derivative changes sign, and exp(−Φ) is concentrated around u = 0. To leading order the mean is then s*. For (16), the condition is

ΔG + λ(1 − 2s*) = 0,

so s* = x‡. The crossing position in the first derivation has become the point on the real s axis through which the time integral is best taken.

### Nuclear tunnelling

Some motions that accompany proton transfer are too fast for the classical limit. Divide λ into a slow part λ_s and a part λ_q belonging to one oscillator of quantum ħω. With v = s* − 1/2, the stationary condition is

ΔG = 2λ_s v + λ_q sinh(yv)/sinh(y/2). (20)

For 0 < v < 1/2, the ratio sinh(yv)/sinh(y/2) is smaller than 2v, because sinh curves upward from the origin. At the same positive ΔG, a larger v is therefore needed than in the classical case. Within this leading-order estimate, tunnelling raises the slope of an uphill transfer with ΔG < λ. At ΔG = 0 the slope stays at one half: Φ is then unchanged when s is replaced by 1 − s, so the mean in (19) lies at the midpoint.

The exponent of the rate changes too. The oscillator's part of Φ can be written as

βλ_q ∫ from |v| to 1/2 of sinh(yw)/sinh(y/2) dw.

Its classical counterpart has 2w in place of the ratio and is larger. The exponent opposing the reaction is thus reduced, which raises the rate when ΔG is well inside the range from −λ to +λ. Towards either end the reduction vanishes, and a smaller prefactor can then make the rate lower than the classical one.

For the example, assign half of λ, 0.40 eV, to an oscillator with ħω = 0.15 eV. Both choices are rough. Then y = 0.15/0.03302 = 4.54. The leading estimate is s* = 0.665, or v = 0.165. In (20), the slow part contributes 0.132 eV and the oscillator 0.068 eV, which add to the required 0.20 eV. Direct evaluation of the time integral gives a slope of 0.680. The leading estimate neglects the change of the integrand's width with ΔG and its departure from a Gaussian shape. The same integral gives a rate 2.4 times the classical rate at equal J. The chosen quantum is well below that of an O–H stretch, roughly 0.3 to 0.4 eV. With the same share of 0.40 eV and ħω = 0.30 or 0.40 eV, the slope becomes 0.74 or 0.75 and the rate about 5 or 7 times the classical one.

### What each derivation assumes

The crossing derivation uses classical nuclear motion and a prefactor that is constant along the series. It does not require weak coupling, provided that the coupling leaves a distinct barrier. Equation (11) then shows how the rounded crossing changes the slope. It also handles unequal curvatures through (7). It gives no account of tunnelling.

The time-integral derivation uses weak coupling, because (12) is of second order in J. The value J = 0.05 eV used with (11) is not weak in this sense: in (17) it would give a prefactor of 4.1 × 10¹³ s⁻¹, about five times the attempt rate k_B T/h. It also assumes that J does not depend on the nuclear positions. In return it permits quantum nuclear motion and supplies the prefactor. Equal curvature is built into it by the unchanged oscillator frequencies. In the crossing derivation, equal curvature followed from Gaussian gap fluctuations.

Where both apply, they can be joined directly. For classical nuclei, (12) becomes

k = (2πJ²/ħ) ∫ dx p(x) δ(V_P − V_R),  p(x) = √(βλ/π) exp(−βλx²).

The gap is V_P − V_R = λ + ΔG − 2λx. The delta function selects x = x‡ and contributes 1/(2λ). The result is

k = (2πJ²/ħ)(1/2λ)√(βλ/π) exp(−βλx‡²) = (J²/ħ)√(πβ/λ) exp(−βλx‡²),

which is (17). In this limit the time integral measures how probable it is that thermal motion makes the two energies equal. The factor 1/(2λ) is independent of ΔG because equal parabolas cross with a fixed difference in slope.

The two treatments part below ΔG = −λ. For weak coupling and classical nuclei, (17) applies and the rate falls with further driving force. For strong coupling, the lower curve has no barrier, but the reactant minimum lies on the upper curve. The rate then depends on how the system leaves the upper curve, which the crossing derivation does not describe.

### What a resist would reveal

In a chemically amplified resist, protonation is followed by cleavage of the ester. Let k₁ be the forward transfer rate, k₋₁ the reverse rate and k₂ the cleavage rate. Let τ_R and τ_I be the mean times to cleavage from the unprotonated and protonated states:

τ_R = 1/k₁ + τ_I,
τ_I = 1/(k₋₁ + k₂) + k₋₁τ_R/(k₋₁ + k₂).

Substituting the second equation in the first and solving for τ_R gives

1/τ_R = k₁k₂/(k₁ + k₋₁ + k₂). (21)

Keep k₂ the same for all acids. With respect to ln K, ln k₁ has slope α and ln k₋₁ has slope α − 1. If p₁ and p₋₁ are the shares of k₁ and k₋₁ in the denominator of (21), the slope of the overall rate is

α_total = α − αp₁ − (α − 1)p₋₁ = α(1 − p₁) + (1 − α)p₋₁. (22)

When cleavage is much faster than both transfers, the slope is α. When the reverse transfer dominates, it is 1: the cleavage rate then follows the small equilibrium population of protonated ester. When the forward transfer dominates, it is 0: the ester is nearly always protonated, and a stronger acid gains nothing. For slow cleavage p₁ + p₋₁ ≈ 1, and (22) reduces to p₋₁ = 1/(1 + K), which runs between these last two limits.

For the first acid, k₁ = 6.2 × 10⁸ s⁻¹ and k₋₁ = 2.6 × 10¹¹ s⁻¹. A rough cleavage barrier of 0.80 eV gives k₂ = 240 s⁻¹. Equation (21) then gives 0.56 s⁻¹, and the overall slope is 0.998. With the same slow cleavage the overall slope falls to 0.95 at ΔG = +0.10 eV, 0.50 at ΔG = 0 and 0.05 at ΔG = −0.10 eV, as the rate levels off at k₂. For the first acid, the elementary slope of 0.625 is hidden. It nearly reappears if the cleavage barrier is lowered to 0.02 eV, which gives 0.646, but that is a limiting case chosen to show the change.

The energies used here are rough model inputs, and ΔG in particular depends on how well the polymer stabilizes the separated charges. The assumption most damaging to a direct reading of α is that transfer alone sets the rate: for these numbers, slow cleavage moves the slope from 0.625 to 0.998. The other effects, taken one at a time and with the sizes assumed here, move it by at most about 0.06; a stronger coupling would move it further, and an oscillator quantum as large as that of an O–H stretch would move it by about 0.12. Acid transport needs separate attention. A diffusion coefficient of 10 nm²/s and a site spacing of 0.5 nm give a hop rate of 6 × 10/0.5² = 240 s⁻¹, well above the deprotection rate of 0.56 s⁻¹. That diffusion coefficient would, however, spread the acid by √(2 × 10 × 60) ≈ 35 nm along one direction in a 60 s bake, too far for fine patterns unless a quencher or another loss of acid limits it. With much slower diffusion, arrival at fresh sites could limit the rate, and neither α nor the equilibrium slope of 1 would then describe the effect of acid strength.

Values computed for the example and the checks

```
bake temperature: 383.15 K; kT: 0.03302 eV
reorganization energy lam: 0.80 eV
intrinsic barrier lam/4: 0.200 eV
rough attempt rate kT/h: 7.984e+12 1/s
dG (eV), barrier (eV), alpha, elementary k (1/s):
  +0.40  0.450000  0.75000  9.618e+06
  +0.20  0.312500  0.62500  6.190e+08
  +0.10  0.253125  0.56250  3.739e+09
  +0.00  0.200000  0.50000  1.868e+10
  -0.20  0.112500  0.37500  2.645e+11
  -0.40  0.050000  0.25000  1.756e+12
curvature d(alpha)/d(dG): 0.6250 1/eV
slope from classical flux, dG=+0.20 eV: 0.62500
reverse barrier, dG=+0.20 eV: 0.1125 eV
driving-force increase: 0.10 eV
equivalent pKa decrease: 1.315
equilibrium-constant ratio: 20.67
mean alpha over the change: 0.59375
elementary rate ratio, exact in model: 6.039
rate ratio from initial tangent: 6.639
rate ratio at 298.15 K, same energies: 10.084
crossing slope at dG=-1.00 eV: -0.1250
Neglected effects at dG=+0.20 eV:
lam drift d(lam)/d(dG): 0.10; slope: 0.6484
product/reactant curvature: 1.20; slope: 0.5950
electronic coupling: 0.05 eV; slope: 0.6475
barrier with coupling: 0.2668 eV
x at reactant, top, product: 0.0025, 0.6438, 0.9929
quantum mode: 0.15 eV; its lam share: 0.40 eV
tunnelling rate factor: 2.364
slope with tunnelling: 0.6799; saddle: 0.6646
reverse proton-transfer rate: 2.645e+11 1/s
cleavage rate, barrier 0.80 eV: 2.395e+02 1/s
overall deprotection rate: 0.5593 1/s
overall slope, cleavage barrier 0.02 eV: 0.6464
overall slope, cleavage barrier 0.12 eV: 0.8326
overall slope, cleavage barrier 0.80 eV: 0.9977
acid diffusion: 10.0 nm2/s; site spacing: 0.5 nm
acid hop rate 6D/a^2: 240.0 1/s
```
